An Exact Steady Thermal Cloak with Temperature-Dependent Conductivity

Take a thin sheet that conducts heat with a constant conductivity, and let the undisturbed temperature rise uniformly along x. Cut a hole of radius b in it. No heat can cross the edge of the hole, so the heat flows around it and the temperature outside is disturbed. Now give the ring b < r < c a higher conductance than the rest. The ring draws heat in, the hole pushes it away, and the two effects can be made to cancel outside r = c.

Let k be the sheet conductance, that is, conductivity times thickness, with value k_s in the ring and k_b in the background. The temperature is taken as uniform across the thickness, and the faces lose no heat. In polar coordinates about the centre of the hole, x = r cos φ. We want the outside field to be the undisturbed one,

T = T_m + g r cos φ,  r > c.

In the ring the steady temperature obeys Laplace's equation. Its solutions with the angular dependence cos φ are r cos φ and cos φ/r. The combination with zero radial slope at r = b is

T = T_m + gA (r + b²/r) cos φ,  b < r < c,

because the derivative of the bracket is 1 − b²/r². At r = c the temperature and the heat flow must both be continuous:

A (1 + b²/c²) = 1,
k_s A (1 − b²/c²) = k_b.

The first equation gives A = c²/(c² + b²). Dividing the second by the first gives

k_s/k_b = (c² + b²)/(c² − b²).   (1)

With this ratio the outside field carries no trace of the hole. An object can sit in the hole, provided that a perfect insulator separates it from the ring. The insulator and the ring are the two layers of the bilayer cloak. For a small hole, b ≪ c, the ratio tends to 1. For a thin ring of width w ≪ b, c² − b² ≈ 2bw and c² + b² ≈ 2b², so that k_s w ≈ k_b b: the thinner the ring, the better it must conduct.

Real conductivities depend on temperature, and the heat equation is then nonlinear. Sums of solutions are no longer solutions, and the matching above cannot simply be repeated. Suppose, however, that ring and background share one temperature factor f(T) > 0, so that their conductances are k_s f(T) and k_b f(T) with constant k_s and k_b. The steady heat balance in each region is

∇·[k_i f(T) ∇T] = 0,  i = s or b.   (2)

Fourier's law contains no quantum constant, so these equations have the same form in atomic units as in engineering units. The numbers below are in K, µm and W.

The Kirchhoff transformation introduces

θ(T) = ∫ f(T′) dT′, taken from a fixed reference temperature T₀ to T.   (3)

By the chain rule ∇θ = f(T) ∇T, and (2) becomes

∇·(k_i ∇θ) = 0.

Since k_i is constant within each region, this is Laplace's equation again, now for θ. The nonlinearity has moved into the relation between θ and T. As dθ/dT = f > 0, that relation is strictly increasing and can be inverted for every θ that some temperature gives.

The interface conditions decide whether the transformation helps. At a perfect contact T is continuous. Because (3) contains the same f on both sides, θ is then continuous too. The heat flow condition k_s f ∂T/∂r = k_b f ∂T/∂r, with each slope taken on its own side, becomes k_s ∂θ/∂r = k_b ∂θ/∂r. These are the conditions of the constant-conductivity problem with T replaced by θ. Had the two materials different factors, each would need its own θ, and continuity of T would become a nonlinear relation between the two. A constant multiple between the factors does no harm, since it can be absorbed in k_s.

The earlier solution can therefore be taken over with θ in place of T:

θ = θ_m + G r cos φ,  r > c,
θ = θ_m + GA (r + b²/r) cos φ,  b < r < c,   (4)

with the same A and the same ratio (1). The temperature outside is found by inversion,

T(x) = θ⁻¹(θ_m + Gx),  r > c,   (5)

which is the profile of the bare sheet. Apart from f > 0, the form of f is free. The temperature difference need not be small, but θ must stay within the range that temperatures can give. In an unbounded sheet a uniform gradient of θ may leave that range far from the hole. Between ends held at given temperatures it cannot, because θ then lies between its end values.

What is uniform here is the gradient of θ. The gradient of T is dT/dx = G/f(T), which varies along the sheet unless f is constant. The cloak thus preserves a curved temperature profile, the one that the bare sheet would have.

The result also holds in a finite sheet. Let the ends x = ±L be held at temperatures T_h and T_c, let the sides y = ±W/2 be insulated, and let the ring fit inside. In the bare sheet θ is linear in x, with

G = [θ(T_h) − θ(T_c)]/(2L),  θ_m = [θ(T_h) + θ(T_c)]/2.

This function has the right values at the ends and no slope across the sides, so (4) satisfies every condition of the cloaked sheet. It is also the only solution. If there were two, their difference w would vanish at the ends, carry no heat through the sides or the edge of the hole, and obey ∇·(k∇w) = 0. Multiplying by w and integrating by parts over ring and background leaves

∫ k |∇w|² dA = 0,

since the boundary terms vanish and those at r = c cancel. Hence w is constant, and being zero at the ends it is zero everywhere. The heat current through the hot end is

Q = k_b G W,   (6)

the same as without the cloak. The insulator needs no factor f, because it carries no heat. For the same reason the steady problem leaves the temperature of the insulated object undetermined: any constant will do.

The argument carries over to a sphere in a bulk material. The second solution is then cos φ/r², with φ measured from the axis of the gradient. The ring field becomes A (r + b³/(2r²)) cos φ, whose slope A (1 − b³/r³) cos φ vanishes at b. Continuity at c requires A (1 + b³/(2c³)) = 1 and k_s A (1 − b³/c³) = k_b, where k now stands for conductivity, so that

k_s/k_b = (2c³ + b³)/[2(c³ − b³)].

Is a common factor needed, or merely convenient? Let the conductances be general smooth functions K_s(T) and K_b(T), and apply a small temperature difference about a mean T_m. To first order in that difference the conductances are constants, K_s(T_m) and K_b(T_m). If the outside field is the undisturbed T_m + gx, it fixes both the temperature and the radial slope on the ring side of r = c. These two data determine the ring field (P r + R/r) cos φ:

P + R/c² = g,
P − R/c² = g K_b/K_s.

Zero slope at b requires R = P b². Dividing the second equation by the first gives K_b/K_s = (c² − b²)/(c² + b²), which is (1) at the temperature T_m. A cloak of this geometry that works for small differences about every mean temperature must therefore have K_s/K_b independent of temperature.

To see what imperfections do, replace the hole by a disc of conductance k_i and consider an applied field of order n, proportional to rⁿ cos nφ. In the ring write θ = (P rⁿ + R r⁻ⁿ) cos nφ, and in the disc θ = D rⁿ cos nφ. Continuity of θ and of heat flow at b gives

D bⁿ = P bⁿ + R b⁻ⁿ,
k_i D bⁿ = k_s (P bⁿ − R b⁻ⁿ).

Eliminating D gives R = P b²ⁿ (k_s − k_i)/(k_s + k_i). Seen from r = c, ring and disc together act as a uniform disc whose conductance is k_s (P cⁿ − R c⁻ⁿ)/(P cⁿ + R c⁻ⁿ). Call its ratio to k_b S, and set q = (b/c)²ⁿ. Inserting R and multiplying through by k_s + k_i,

S = (k_s/k_b) [k_s(1 − q) + k_i(1 + q)]/[k_s(1 + q) + k_i(1 − q)].   (7)

Outside, write θ = H (rⁿ + X c²ⁿ r⁻ⁿ) cos nφ, where X measures the disturbance. Let the contact at c have a resistance equal to that of a length δ of background. The step in θ across it is δ times the outer slope. Leaving out the common factor H cⁿ cos nφ, the outer value is 1 + X, the outer slope is n(1 − X)/c, and the inner value is (1 − X)/S. Therefore

1 + X = (1 − X)/S + (nδ/c)(1 − X),

X = (Z − 1)/(Z + 1),  Z = 1/S + nδ/c.   (8)

For k_i = 0, δ = 0 and n = 1, the ratio (1) makes S = 1 and X = 0. For general n, S = 1 would need k_s/k_b = (1 + q)/(1 − q), which falls as n rises. One ring can thus suppress one order. A θ gradient that varies across the cloak contains higher orders and is disturbed.

A silicon sheet shows the sizes involved. Ring and background are made of the same silicon, and the ring is simply thicker, so the common factor follows from the construction as long as the conductivity does not depend on thickness. The sheet is a square of side 2L = W = 2000 µm, held in vacuum, with ends at 300 K and 500 K, b = 300 µm and c = 500 µm. The required ratio is

(500² + 300²)/(500² − 300²) = 340000/160000 = 2.125,

so a background 20 µm thick needs a ring 42.5 µm thick. For the conductivity take 150 W/(m K) at T₀ = 300 K and f = (T/T₀)⁻ᵐ with m = 1.3, both rough typical values for silicon. Then k_b = 150 × 20×10⁻⁶ = 3.0×10⁻³ W/K. Integrating (3),

θ = T₀ [(T/T₀)¹⁻ᵐ − 1]/(1 − m),
T = T₀ [1 + (1 − m)θ/T₀]^(1/(1 − m)).

The cold end has θ = 0 and the hot end θ = 142.08 K, so the middle has θ_m = 71.04 K. This corresponds to 383.5 K, not to the mean of 400 K: silicon conducts less well when hot, and the gradient is steeper at the hot end. By (6), with W = 2L, the heat current is

Q = k_b × 142.08 K = 0.426 W,

or 2.66×10¹⁸ eV/s. In the ring, A = 0.735. On the x axis the edge of the hole has the temperature that the bare sheet has at x = ±2Ab = ±441 µm, namely 430 K and 343 K. An object at a single temperature must differ from at least one of these by 43 K or more, and the insulation has to maintain that difference.

These predictions were tested by solving (2) for T directly with finite elements, without using θ. The largest difference from (4), over ring and background, was 0.13 K on a coarse mesh and 0.04 K on one twice as fine. The latter is 0.02% of the applied 200 K. The error fell by a factor of 3.2, somewhat less than the 4 expected of a second-order method; the cause was not isolated. The computed heat current agreed with (6) to better than 0.01%. With the common factor replaced by 1 + 0.4 sin(T/40 K), which rises and falls between the end temperatures, the largest difference was 0.18 K on the finer mesh.

Two comparisons with the same geometry and end temperatures show what the ring and the common factor contribute. If the ring has the background's thickness, so that a bare hole remains, the temperature outside r = c changes by up to 15.7 K and the current drops to 0.370 W. If the ring has a constant conductance that satisfies (1) at 400 K, the change reaches 1.7 K. With a difference of 2 K applied about 400 K, this constant ring disturbs the outside by less than 0.01% of the applied difference; about 500 K it disturbs it by 3.0%. The cloak has lost its match, as the argument about small differences requires.

The real device departs from the model in several ways, and (8) gives the size of three of them. At the hot rim, x = c = 500 µm, the bare sheet is at 436.8 K. A disturbance X changes θ there by X G c, and hence T by X G c/f = 57.9 K × X. This treats the sheet as unbounded and the disturbance as small. For the bare hole, X = b²/c² = 0.36 gives 21 K against the computed 15.7 K, so the estimates are good for magnitude rather than for a second digit.

The first departure is leakage through the insulator. Suppose that a polymer of roughly 0.2 W/(m K), as thick as the ring, fills the gap around an isothermal core of radius a = 250 µm. In the gap the field varies as (r − a²/r) cos φ. The ratio of its slope to its value at b shows that core and polymer together act as a disc with

k_i = k_p (1 + a²/b²)/(1 − a²/b²) = 5.55 k_p,

where k_p is the polymer's sheet conductance. The silicon conducts worst at the hot end, where f = 0.515. Taking that value throughout gives k_p/k_b = 0.2 × 42.5/(150 × 0.515 × 20) = 0.0055 and k_i/k_b = 0.031. Equations (7) and (8) then give X = −0.012, or a change of about 0.7 K at the rim. This overstates the leak, partly because the silicon around the hole is cooler than the hot end and conducts better, and partly because the fixed end temperatures of the finite sheet reduce the change, as they do for the bare hole. The polymer does not share the factor f, so a change of ring thickness could compensate this leak at one temperature but not over the whole range.

The second is phonon scattering at the faces, which makes the conductivity depend on thickness. Assume one mean free path ℓ, much shorter than the thickness t, and faces that scatter diffusely. A phonon leaving a face at an angle with cosine μ to the normal has lost its drift along the sheet, and at depth z the missing fraction is exp(−z/(ℓμ)). Weighted by 1 − μ² for flow along the sheet, the loss near one face, integrated over depth, is ℓ∫₀¹ μ(1 − μ²) dμ = ℓ/4. The bulk contributes 4/3 per unit thickness, so two faces reduce the conductivity by the fraction (ℓ/2)/(4t/3) = 3ℓ/(8t). With ℓ = 1 µm as a rough value, this is 1.9% in the background and 0.9% in the ring. The ring is then about 1% too conductive, X = −0.005, and the rim changes by about 0.3 K. In silicon the mean free paths spread over a wide range, and part of the heat is carried by phonons whose paths are not short compared with the thickness, so that the single-path formula fails for them. A broad spread about the same 1 µm raises the mismatch and can bring the rim change towards 1 K, while heating shortens the paths and lowers it. The 0.3 K is therefore an order of magnitude only.

The third is the thickness step. Heat needs some distance to spread into the thicker ring. A numerical solution for a straight step on one face gives an extra resistance equal to δ = 5.7 µm of background on the grid used, a little under 1% above the converged value. With S = 1, (8) reduces to X = δ/(2c + δ) ≈ 0.006, or about 0.3 K, opposite in sign to the other two.

Thermal radiation lies outside (8), because it removes heat from the faces. With a rough and rather high emissivity of 0.7, both faces radiating and surroundings at 300 K, the finite-element solution outside the ring shifts by up to 0.3 K. A bare sheet would also cool by radiation, so this shift is not in itself a sign of the cloak. While the loss is weak, balancing it against conduction, κt ΔT/L² ~ loss per area, with κ the conductivity, shows that the shift grows as L²/t. A sheet ten times larger in both length and width, and equally thick, would no longer be close to the model.

For these parameters each of the four estimates comes out below 1 K, against nearly 16 K for the bare hole. They are too rough, the phonon estimate above all, to rank the four effects reliably. The estimates do not cover supports for the core, contact with a gas, or changes in time. When temperatures change, the heat capacity enters the balance, and the steady matching (1) says nothing about it. The numerical output gives the values behind the rounded figures.

Calculated quantities

```
Insulated radius b = 300 um; ring outer radius c = 500 um
Square sheet side = 2000 um; core radius = 250 um
End temperatures = 300 K and 500 K
Silicon conductivity at 300 K (rough) = 150 W/(m K)
Exponent m (rough) = 1.3; f at hot end = 0.5148
Required conductance ratio = 2.1250
Background thickness = 20.0 um; ring thickness = 42.5 um
Background sheet conductance at 300 K = 3.0000e-03 W/K
Theta difference between ends = 142.083 K
Theta at mid-plane = 71.041 K
Mid-plane temperature of bare sheet = 383.53 K
Temperature at x = +c = 436.76 K
Ring field factor A = 0.7353
Equivalent position of hole edge = 441.2 um
Hole-edge temperatures = 343.37 K and 430.02 K
Heat current, formula = 0.42625 W
Heat current, finite elements = 0.42628 W
Heat current, converted = 2.660e+18 eV/s
Max error, coarse mesh = 0.12751 K
Max error, fine mesh = 0.03983 K
Error reduction on halving mesh = 3.20
Max error outside ring, fine mesh = 0.03983 K
Max error, factor 1+0.4 sin(T/40 K) = 0.17915 K
Bare hole: max outside deviation = 15.73 K
Bare hole: heat current = 0.37002 W
Constant ring matched at 400 K: deviation = 1.73 K
Same ring, 2 K bias at 400 K: deviation/bias = 0.00009
Same ring, 2 K bias at 500 K: deviation/bias = 0.02960
Order-1 amplitude, radial solver = 3.1e-08
Order-2 amplitude, formula = -0.2417
Order-2 amplitude, radial solver = -0.2417
Largest amplitude error in five cases = 6.8e-07
Rim temperature change per unit amplitude = 57.88 K
Polymer conductivity (rough) = 0.2 W/(m K)
Polymer leak: amplitude = -0.01166
Polymer leak: rim change = 0.675 K
Phonon mean free path (rough) = 1.0 um
Film factors, background and ring = 0.98125, 0.99118
Phonon size effect: amplitude = -0.00503
Phonon size effect: rim change = 0.291 K
Thickness step: extra length = 5.68 um
Thickness step: amplitude = 0.00564
Thickness step: rim change = 0.327 K
Emissivity (rough, high) = 0.7
Radiation: max outside change = 0.313 K
```
